# Mesh error and two-mesh extrapolation of exact exchange in insulators: a numerical check

```python
# Result under test (atomic units inside). Exchange per cell E = -(1/2pi^2) Int d^3p A(p)/p^2,
# A(p) = A0 - p.M.p + ... smooth and even (insulator). S_h[f] = v_h * sum of f over the
# lattice p = q+G of spacing h, p = 0 omitted. F = exp(-alpha p^2)/p^2, I_F = Int F.
# E_GB = -(S_h[A/p^2] - A0 (S_h[F] - I_F - alpha v_h))/(2pi^2) has error c3 h^3 + c5 h^5 + ...
# X = 8/7 S_h - 1/7 S_2h = 8/7 v_h * (sum over points off the doubled lattice), and
# E_X = -(X[A/p^2] - A0 (X[F] - I_F))/(2pi^2) has error -(24/7) c5 h^5 + ...
# Axial A: Q_l = <s^l P_l> of the pair distribution, C_l = continued v sum' u^l P_l / u^2.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants as pc
from scipy.special import erf, erfc, eval_legendre, factorial2
from pyscf import gto, scf

EV = pc['Hartree energy in eV'][0]
ANG = 1e-10 / pc['Bohr radius'][0]      # bohr per angstrom
PI = np.pi
LS = (2, 4, 6, 8)

w1, w2 = sp.symbols('w1 w2')
sol = sp.solve([w1 + w2 - 1, w1 + 2**3 * w2], [w1, w2])
print("weights fine, coarse:", sol[w1], sol[w2])
print("factor on h^n, n=1,2,3,5:", [sol[w1] + sol[w2] * 2**n for n in (1, 2, 3, 5)])
W1, W2 = float(sol[w1]), float(sol[w2])


def lattice_points(nx, nz, eta):
    i = np.arange(-nx, nx + 1.0)
    x, y, z = np.meshgrid(i, i, eta * np.arange(-nz, nz + 1.0), indexing='ij')
    u = np.sqrt(x * x + y * y + z * z).ravel()
    keep = u > 0
    return u[keep], z.ravel()[keep] / u[keep]


def lattice_constants(eta, tau=0.2):
    # lattice u = (i, j, eta k); theta integral from tau up, small-tau limit below
    u, c = lattice_points(18, int(18 / eta) + 1, eta)
    g = eta * np.exp(-tau * u * u) / u**2
    out = {l: np.sum(g * u**l * eval_legendre(l, c)) for l in LS}
    out[0] = g.sum() - 2 * PI * np.sqrt(PI / tau) - eta * tau
    return out


def mesh_sums(afun, hx, hz, pmax):
    ix, iz = np.arange(int(pmax / hx) + 2), np.arange(int(pmax / hz) + 2)
    px, pz = hx * ix, hz * iz
    mx, mz = np.where(ix == 0, 1., 2.), np.where(iz == 0, 1., 2.)
    p2 = px[:, None, None]**2 + px[None, :, None]**2 + pz[None, None, :]**2
    f = afun(px, pz, p2) * mx[:, None, None] * mx[None, :, None] * mz[None, None, :]
    p2[0, 0, 0] = 1.0
    f = f / p2
    f[0, 0, 0] = 0.0
    v = hx * hx * hz
    return v * f.sum(), W1 * v * (f.sum() - f[::2, ::2, ::2].sum())


def exchange(afun, hx, hz, pmax, alpha=0.5):
    # all test cases have A0 = 1
    s_a, x_a = mesh_sums(afun, hx, hz, pmax)
    s_f, x_f = mesh_sums(lambda a, b, p2: np.exp(-alpha * p2), hx, hz, np.sqrt(40 / alpha))
    i_f = 2 * PI * np.sqrt(PI / alpha)
    k = -1 / (2 * PI**2)
    return dict(raw=k * s_a, xraw=k * x_a, dx=x_f - i_f, d=s_f - i_f,
                gb=k * (s_a - (s_f - i_f - alpha * hx * hx * hz)), x=k * (x_a - (x_f - i_f)))


def predicted(h, eta, tr_m, q, c):
    t = {l: -h**(l + 1) * (-1)**(l // 2) * q[l] * c[l] / factorial2(2 * l - 1) / (2 * PI**2)
         for l in LS}
    iso = -h**3 * eta * tr_m / 3 / (2 * PI**2)
    return dict(iso=iso, t=t, gb=iso + sum(t.values()),
                x=sum((8 - 2**(l + 1)) / 7 * t[l] for l in LS))


# lattice constants against real-space sums
CC = lattice_constants(1.0)
u, c = lattice_points(18, 18, 1.0)
madelung = np.sum(erfc(np.sqrt(0.2) * u) / u) - PI / 0.2 - 2 * np.sqrt(0.2 / PI)
assert abs(CC[0] - PI * madelung) < 1e-9 and abs(CC[2]) < 1e-8
u, c = lattice_points(40, 40, 1.0)
for l in (4, 6, 8):
    real = np.sum((eval_legendre(l, c) / u**(l + 1))[u <= 40])
    dual = 2 * PI**2 * (-1)**(l // 2) * factorial2(2 * l - 1) * real / (2 * PI)**(l + 1)
    assert abs(dual / CC[l] - 1) < 5e-4     # truncation of the real-space ball
    print(f"sc: C_{l} = {CC[l]:.5f}, sum P_l/n^(l+1) = {real:.5f}")
print(f"sc: C_0 = {CC[0]:.6f}, Madelung = {madelung:.6f}")

# H2, RHF/STO-3G
BOND = 0.74
zh = 0.5 * BOND * ANG
mol = gto.M(atom=[('H', (0, 0, -zh)), ('H', (0, 0, zh))], unit='Bohr', basis='sto-3g', verbose=0)
mf = scf.RHF(mol).run()
dm, mo = mf.make_rdm1(), mf.mo_coeff[:, 0]
e_ref = -0.25 * np.einsum('ij,ji', dm, mf.get_k(mol, dm))
ex = mol.bas_exp(0)
rad = np.array([0.0, 0.7, 1.8, 1.1])
ao = mol.eval_gto('GTOval', np.c_[rad, 0 * rad, 0 * rad - zh])[:, 0]
prim = np.exp(-np.outer(rad**2, ex))
co = np.linalg.solve(prim[:3], ao[:3])
assert abs(prim[3] @ co - ao[3]) < 1e-10
a = np.r_[ex, ex]
d = np.r_[mo[0] * co, mo[1] * co]
z0 = np.r_[-zh + 0 * ex, zh + 0 * ex]
g = a[:, None] + a[None, :]
cen = ((a * z0)[:, None] + (a * z0)[None, :]) / g
amp = np.outer(d, d) * (PI / g)**1.5 * np.exp(-np.outer(a, a) / g * (z0[:, None] - z0[None, :])**2)
g, cen, amp = g.ravel(), cen.ravel(), amp.ravel()


def a_h2(px, pz, p2):
    gx = np.exp(-np.outer(0.25 / g, px**2))
    gz = amp[:, None] * np.exp(-np.outer(0.25 / g, pz**2)) * np.cos(np.outer(cen, pz))
    gxy = (gx[:, :, None] * gx[:, None, :]).reshape(len(g), -1)
    return ((gxy.T @ gz)**2).reshape(len(px), len(px), len(pz))


rr = np.einsum('xij,i,j->x', mol.intor('int1e_rr').reshape(9, 2, 2), mo, mo)
mxx, mzz = rr[0], rr[8]
tr_h2 = rr[0] + rr[4] + rr[8]
small = a_h2(np.array([0, 1e-3]), np.array([0, 1e-3]), None)
assert abs(small[0, 0, 0] - 1) < 1e-9
assert abs((small[0, 0, 0] - small[1, 0, 0]) / 1e-6 / mxx - 1) < 1e-5
assert abs((small[0, 0, 0] - small[0, 0, 1]) / 1e-6 / mzz - 1) < 1e-5
q_h2 = {l: amp @ (cen[:, None] - cen[None, :])**l @ amp for l in LS}
assert abs(q_h2[2] - 2 * (mzz - mxx)) < 1e-8
print(f"H2 bond {BOND} A, alpha {0.5/ANG**2:.5f} A^2, p cutoff {18*ANG:.2f} 1/A")
print(f"M_xx {mxx/ANG**2:.5f}, M_zz {mzz/ANG**2:.5f}, trM {tr_h2/ANG**2:.5f} A^2")
print(f"Q2 {q_h2[2]/ANG**2:.5f} A^2, Q4 {q_h2[4]/ANG**4:.5f} A^4, Q6 {q_h2[6]/ANG**6:.5f} A^6")
print(f"reference E_x = {e_ref*EV:.6f} eV = {e_ref:.8f} Ha")
print("L/A: error in meV of raw, GB, GB h^3 law, X, X h^5 law")
res = {}
for box in (8, 10, 12, 16):
    h = 2 * PI / (box * ANG)
    r = res[box] = exchange(a_h2, h, h, 18.0)
    p = predicted(h, 1.0, tr_h2, q_h2, CC)
    if box >= 10:
        assert abs(r['gb'] - e_ref - p['gb']) < 1e-8
        assert abs(r['x'] - e_ref - p['x']) < 0.01 * abs(24 / 7 * p['t'][4])
    assert abs(r['dx'] - 6 / 7 * h * PI * madelung) < 1e-9
    assert abs(r['d'] - h * PI * madelung - 0.5 * h**3) < 1e-9
    row = (r['raw'] - e_ref, r['gb'] - e_ref, p['iso'], r['x'] - e_ref, -24 / 7 * p['t'][4])
    print(f"{box:2d}: " + " ".join(f"{1e3*EV*t:.5f}" for t in row))
ratio3 = (res[8]['gb'] - e_ref) / (res[16]['gb'] - e_ref)
ratio5 = (res[8]['x'] - e_ref) / (res[16]['x'] - e_ref)
assert abs(ratio3 / 8 - 1) < 5e-3 and abs(ratio5 / 32 - 1) < 0.06
assert abs(ratio3 / (ratio3 - 1) - W1) < 1e-3 and abs(-1 / (ratio3 - 1) - W2) < 1e-3
print(f"error ratio L=8/L=16: GB {ratio3:.4f}, X {ratio5:.2f}")
print(f"weights from measured ratio: {ratio3/(ratio3-1):.5f} {-1/(ratio3-1):.5f}")
h = 2 * PI / (10 * ANG)
r, coarse = res[10], exchange(a_h2, 2 * h, 2 * h, 18.0)
assert abs(W1 * r['gb'] + W2 * coarse['gb'] - r['x']) < 1e-10
assert abs(exchange(a_h2, h, h, 18.0, alpha=0.25)['x'] - r['x']) < 1e-10
print(f"L=10 A: h = {h*ANG:.6f} 1/A")
print(f"L=10 A: raw sum {r['raw']*EV:.6f} eV, Madelung shift {(r['gb']-r['raw'])*EV:.6f} eV")
print(f"L=10 A: E_GB(h) {r['gb']*EV:.6f} eV, E_GB(2h) {coarse['gb']*EV:.6f} eV")
print(f"L=10 A: one-pass sum {r['xraw']*EV:.6f} eV, shift {(r['x']-r['xraw'])*EV:.6f} eV")
print(f"L=10 A: E_X = {r['x']*EV:.6f} eV = {r['x']:.8f} Ha")

# tetragonal box: the quadrupole h^3 term is present and is cancelled too
eta, h = 0.8, 2 * PI / (12 * ANG)
ct = lattice_constants(eta)
r, p = exchange(a_h2, h, eta * h, 18.0), predicted(h, eta, tr_h2, q_h2, ct)
assert abs(p['t'][2]) > 0.01 * abs(p['iso'])
assert abs(r['gb'] - e_ref - p['gb']) < 1e-8
assert abs(r['x'] - e_ref - p['x']) < 1e-8
print(f"box 12x12x{12/eta:.0f} A: C_2 = {ct[2]:.5f}")
print(f"  h^3 terms: isotropic {p['iso']*EV*1e3:.4f}, l=2 {p['t'][2]*EV*1e3:.4f} meV")
print(f"  errors: GB {(r['gb']-e_ref)*EV*1e3:.4f}, X {(r['x']-e_ref)*EV*1e3:.5f} meV")

# gapped dimerized chains in a cubic cell, Gaussian site densities, no differential overlap
cell, dist, sig, t1, t2 = 2.5 * ANG, 1.0 * ANG, 0.5 * ANG, 2.0, 0.5


def bloch(k):
    f = -(t1 * np.exp(1j * k * dist) + t2 * np.exp(1j * k * (dist - cell)))
    ham = np.zeros(k.shape + (2, 2), complex)
    ham[..., 0, 1], ham[..., 1, 0] = f, f.conj()
    return np.linalg.eigh(ham)[1][..., 0]


def a_chain(px, pz, p2):
    k = 2 * PI / cell * np.arange(64) / 64
    ov = np.einsum('ks,kps->kp', bloch(k).conj(), bloch(k[:, None] - pz[None, :]))
    return np.exp(-sig**2 * p2) * np.mean(abs(ov)**2, axis=0)[None, None, :]


nc = 40
ham = np.zeros((2 * nc, 2 * nc))
for i in range(nc):
    ham[2 * i, 2 * i + 1] = -t1
    ham[2 * i + 1, (2 * i + 2) % (2 * nc)] = -t2
vec = np.linalg.eigh(ham + ham.T)[1][:, :nc]
wt = ((vec @ vec.T)[:2]**2).ravel()
pos = np.repeat(np.arange(nc) * cell, 2) + np.tile([0, dist], nc)
s = (pos[None, :] - pos[:2, None] + nc * cell / 2) % (nc * cell) - nc * cell / 2
s = abs(s.ravel())
sr = np.where(s > 1e-8, s, 1.0)
e_ch = -np.sum(wt * np.where(s > 1e-8, erf(sr / (2 * sig)) / sr, 1 / (sig * np.sqrt(PI))))
tr_ch = 3 * sig**2 + 0.5 * np.sum(wt * s**2)
q_ch = {l: np.sum(wt * s**l) for l in LS}
print(f"chain: a {cell/ANG:.1f} A, d {dist/ANG:.1f} A, sigma {sig/ANG:.1f} A, t {t1}, {t2} eV")
print(f"chain: E_x {e_ch*EV:.6f} eV, trM {tr_ch/ANG**2:.5f} A^2, Q4 {q_ch[4]/ANG**4:.4f} A^4")
for n in (15, 16):
    h = 2 * PI / (n * cell)
    r, p = exchange(a_chain, h, h, 8.0), predicted(h, 1.0, tr_ch, q_ch, CC)
    assert abs(r['gb'] - e_ch - p['gb']) < 1e-9
    assert abs(r['x'] - e_ch - p['x']) < 0.01 * abs(24 / 7 * p['t'][4])
    print(f"chain n={n}: GB {(r['gb']-e_ch)*EV*1e3:.5f}, X {(r['x']-e_ch)*EV*1e3:.6f},"
          f" X law {p['x']*EV*1e3:.6f} meV")

# electron gas (two electrons per cell): the |p| term leaves an h^2 error
kf = 1.0 / ANG


def a_gas(px, pz, p2):
    x = np.sqrt(p2) / kf
    return np.where(x < 2, 1 - 0.75 * x + x**3 / 16, 0.0)


e_gas = -1.5 * kf / PI
print(f"gas: kF {kf*ANG:.1f} 1/A, E_x per two electrons {e_gas*EV:.5f} eV")
err = []
for frac in (0.05, 0.025):
    h = frac * kf
    r = exchange(a_gas, h, h, 2 * kf, alpha=10 / kf**2)
    law = 0.75 / kf * madelung * h * h / (2 * PI**2)
    assert abs((r['gb'] - e_gas) / law - 1) < 0.01
    assert abs((r['x'] - e_gas) / (4 / 7 * law) - 1) < 0.01
    err.append(r['x'] - e_gas)
    print(f"gas h={h*ANG:.3f} 1/A: GB {(r['gb']-e_gas)*EV*1e3:.4f},"
          f" X {err[-1]*EV*1e3:.4f}, 4/7 law {4/7*law*EV*1e3:.4f} meV")
assert abs(err[0] / err[1] / 4 - 1) < 0.02
print(f"gas: X error ratio on halving h = {err[0]/err[1]:.3f}")
print("all tests passed")
```

Printed output:

```
weights fine, coarse: 8/7 -1/7
factor on h^n, n=1,2,3,5: [6/7, 4/7, 0, -24/7]
sc: C_4 = 0.65786, sum P_l/n^(l+1) = 3.10823
sc: C_6 = -0.30430, sum P_l/n^(l+1) = 0.57333
sc: C_8 = 8.54463, sum P_l/n^(l+1) = 3.25929
sc: C_0 = -8.913633, Madelung = -2.837297
H2 bond 0.74 A, alpha 0.14001 A^2, p cutoff 34.02 1/A
M_xx 0.19232, M_zz 0.28548, trM 0.67013 A^2
Q2 0.18632 A^2, Q4 0.07593 A^4, Q6 0.03652 A^6
reference E_x = -18.361044 eV = -0.67475593 Ha
L/A: error in meV of raw, GB, GB h^3 law, X, X h^5 law
 8: 5027.96011 -79.04962 -78.94575 0.35410 0.35558
10: 4045.15354 -40.45424 -40.42023 0.11708 0.11652
12: 3381.26815 -23.40500 -23.39133 0.04698 0.04683
16: 2543.63340 -9.87146 -9.86822 0.01113 0.01111
error ratio L=8/L=16: GB 8.0079, X 31.81
weights from measured ratio: 1.14270 -0.14270
L=10 A: h = 0.628319 1/A
L=10 A: raw sum -14.315891 eV, Madelung shift -4.085608 eV
L=10 A: E_GB(h) -18.401498 eV, E_GB(2h) -18.685498 eV
L=10 A: one-pass sum -14.858978 eV, shift -3.501950 eV
L=10 A: E_X = -18.360927 eV = -0.67475162 Ha
box 12x12x15 A: C_2 = 0.26285
  h^3 terms: isotropic -18.7131, l=2 1.7095 meV
  errors: GB -17.0129, X 0.03188 meV
chain: a 2.5 A, d 1.0 A, sigma 0.5 A, t 2.0, 0.5 eV
chain: E_x -14.106071 eV, trM 1.05208 A^2, Q4 2.0560 A^4
chain n=15: GB -1.20461, X 0.004325, X law 0.004322 meV
chain n=16: GB -0.99244, X 0.003124, X law 0.003122 meV
gas: kF 1.0 1/A, E_x per two electrons -6.87532 eV
gas h=0.050 1/A: GB -3.8808, X -2.2176, 4/7 law -2.2176 meV
gas h=0.025 1/A: GB -0.9702, X -0.5544, 4/7 law -0.5544 meV
gas: X error ratio on halving h = 4.000
all tests passed
```
